# Chromatic Blur of a Low-Voltage Electron Probe

## Problem

A scanning electron microscope focuses a parallel electron beam onto a specimen with a round magnetic lens. The mean beam energy is $E=500$ eV and the full energy width is $\Delta E=0.5$ eV. The focused beam arrives in a cone of semi-angle $\alpha=10$ mrad, measured from the axis to the edge of the cone. The chromatic aberration coefficient, referred to the specimen side, is $C_c=1$ mm.

(a) Derive the equation of a ray close to the axis, and find how the focusing changes with electron energy.

(b) Find where an electron of slightly wrong energy lands in the focal plane of the mean energy. Identify $C_c$ in the result.

(c) Calculate the diameter of the chromatic blur disc.

(d) Suppose that the energies follow a Gaussian distribution whose full width at half maximum is $\Delta E$, and that the beam fills the aperture evenly. What fraction of the current falls inside the disc, and what diameter holds half of the current?

(e) Compare the blur with diffraction, spherical aberration and the relativistic correction.

In parts (a) to (d) the electrons are treated as nonrelativistic particles that do not repel one another. The source is a distant point and the lens is perfectly aligned.

## Solution

### (a) The ray equation

Let $z$ run along the axis, let $r$ be the distance from it, and let $\phi$ be the azimuth. The electron has charge $-e$ and mass $m$. The field on the axis is $B(z)$. Close to the axis, $B_z\approx B(z)$, and the condition that the magnetic field has no divergence reads

$$\frac1r\frac{\partial(rB_r)}{\partial r}+B'(z)=0 .$$

Integrating from the axis outwards gives $B_r=-rB'(z)/2$. A prime denotes a derivative with respect to $z$, and a dot a derivative with respect to time.

The force is $-e\,\mathbf v\times\mathbf B$. Its azimuthal part changes the angular momentum about the axis:

$$\frac{d}{dt}(mr^2\dot\phi)=-er(\dot zB_r-\dot rB)
=e\left(\frac{r^2}{2}B'\dot z+r\dot rB\right)
=\frac{d}{dt}\left(\frac{er^2B}{2}\right).$$

The electron enters from a field-free region without angular momentum, so the integration constant is zero and

$$\dot\phi=\frac{eB}{2m}.$$

The radial part of the force is $-er\dot\phi B$. Including the centripetal term in the radial acceleration,

$$m(\ddot r-r\dot\phi^2)=-er\dot\phi B .$$

Inserting $\dot\phi$ gives

$$m\ddot r=\frac{e^2B^2}{4m}r-\frac{e^2B^2}{2m}r=-\frac{e^2B^2}{4m}r .$$

The result is an inward pull, whichever way the field points, because $B$ enters squared.

A magnetic field does no work, so the speed stays constant. For a ray close to the axis the transverse velocity contributes to the squared speed only in second order, and $\dot z^2\approx 2E/m$. Therefore $\ddot r\approx(2E/m)r''$, and

$$r''=-K(z)\,r,\qquad K(z)=\frac{e^2B(z)^2}{8mE}.$$

In $K$ the energy must be in joules. Here $r$ is measured in a plane that turns with the electron, and it may change sign when the ray crosses the axis.

Now let the energy be $E(1+\varepsilon)$ in the same field. Then

$$K\longrightarrow\frac{K}{1+\varepsilon}=K(1-\varepsilon)+O(\varepsilon^2).$$

A faster electron, with $\varepsilon>0$, is bent less and focuses farther along the axis.

### (b) Displacement in the focal plane

Let $r_0(z)$ be a ray at the mean energy and $r_1(z)$ a ray at energy $E(1+\varepsilon)$. Both enter parallel to the axis at the same height. To compare them, form

$$W=r_0r_1'-r_0'r_1 .$$

Both slopes vanish at entry, so $W$ starts at zero. On differentiating, the two products $r_0'r_1'$ cancel:

$$W'=r_0r_1''-r_0''r_1
=-K(1-\varepsilon)r_0r_1+Kr_0r_1
=\varepsilon Kr_0r_1 .$$

At the focal plane $z_f$ of the mean energy, the outermost ray has $r_0=0$ and $r_0'=-\alpha$. The minus sign says that it approaches the axis from positive $r$. Hence $W(z_f)=\alpha r_1(z_f)$, and integrating $W'$ up to the focus gives

$$r_1(z_f)=\frac{\varepsilon}{\alpha}\int^{z_f}K r_0r_1\,dz .$$

The factor $\varepsilon$ already stands in front. Replacing $r_1$ by $r_0$ under the integral therefore changes the answer only in second order. To first order,

$$r_1(z_f)=\varepsilon\alpha C_c,\qquad
C_c=\int^{z_f}K\left(\frac{r_0}{\alpha}\right)^2dz .$$

The ray equation is linear, so $r_0$ is proportional to $\alpha$ and $C_c$ does not depend on the aperture. It is a length that belongs to the lens and its focusing condition.

The displaced ray still has slope $-\alpha$ to leading order. It must travel a further distance $r_1(z_f)/\alpha$ to reach the axis, so the focus moves by

$$\delta z=C_c\varepsilon .$$

This gives a second reading of the result: the coefficient fixes the shift of focus, and the cone angle turns that shift into a sideways blur.

A thin lens provides a limiting case. If the field acts over a distance so short that the ray height $h$ hardly changes, integrating the ray equation gives a final slope $-h\int K\,dz$. For focal length $f$ this slope must be $-h/f$, so $\int K\,dz=1/f$. Inside the lens $r_0/\alpha=h/(h/f)=f$, and therefore

$$C_c=f^2\cdot\frac1f=f .$$

For parallel illumination, a thin magnetic lens thus has a chromatic coefficient equal to its focal length. A thick lens requires the full integral.

### (c) The blur diameter

The width $\Delta E$ is a full width, so the extreme energies are $E-\Delta E/2$ and $E+\Delta E/2$. The relative change to each side is

$$\varepsilon=\pm\frac{\Delta E}{2E}=\pm\frac{0.5\ \mathrm{eV}}{2\times500\ \mathrm{eV}}=\pm0.0005 .$$

The corresponding focus shifts are $\pm1\ \mathrm{mm}\times0.0005=\pm0.5\ \mu\mathrm m$. Fast electrons reach the plane before they have crossed the axis, and slow electrons after crossing it. Rays arrive from all azimuths, so both groups fill the same disc, whose radius is

$$R_c=C_c\alpha\frac{\Delta E}{2E}.$$

The diameter is twice this radius:

$$\boxed{d_c=C_c\,\alpha\,\frac{\Delta E}{E}}$$

With all lengths in nanometres, $C_c=10^6$ nm and $\alpha=0.010$, so

$$d_c=10^6\ \mathrm{nm}\times0.010\times0.0010=10\ \mathrm{nm}.$$

The radius is 5 nm. The meaning of the energy width matters here: if 0.5 eV were the deviation to each side of the mean, the full width would be 1 eV and the diameter 20 nm.

The result was tested on a lens with axial field $B_0e^{-z^2/(2a^2)}$ and strength $e^2B_0^2a^2/(8mE)=1$. Choosing $a=1.202$ mm makes the integral for $C_c$ equal to 1 mm. The peak field is then 125 mT, and the focus lies 0.794 mm beyond the lens centre. Rays traced at the two extreme energies cross the axis 1.000 μm apart and span 10.000 nm in the nominal focal plane, as the formulas require.

That test uses the ray equation of part (a). A further test used the full Lorentz force in three dimensions instead. At a semi-angle of 0.10 mrad, where spherical aberration is negligible, it gave a diameter of 0.1000 nm, equal to the formula's value at that angle.

The first-order treatment can be judged from the two traced radii at 10 mrad. They differ by 0.0034 nm. This has the size expected of a second-order term, for which the natural scale is $C_c\alpha\varepsilon^2=0.0025$ nm. Such a term shifts the two landing points in the same direction and cancels from their separation. The expansion would become poor if the energy width were no longer small compared with the beam energy.

The formula also shows how the blur responds to the settings. At fixed $C_c$, $\alpha$ and $\Delta E$, doubling the beam energy halves the blur. For this purely magnetic lens, $C_c$ does stay fixed if the lens current is readjusted so that $K(z)$ is unchanged, because the integral contains only $K$ and the ray that $K$ determines.

### (d) How the current is distributed

Within the energy range used in part (c), only electrons with both the largest angle and an extreme energy reach the disc edge. An electron with angle $\theta\le\alpha$ and energy deviation $\delta E$ lands at

$$\rho=C_c\theta\frac{|\delta E|}{E}.$$

The standard deviation $\sigma$ of the Gaussian follows from its half-height condition $e^{-(\Delta E/2)^2/(2\sigma^2)}=1/2$:

$$\sigma=\frac{\Delta E}{2\sqrt{2\ln2}}=0.2123\ \mathrm{eV}.$$

For an evenly filled aperture the current between $\theta$ and $\theta+d\theta$ is proportional to $\theta\,d\theta$. The variable $u=(\theta/\alpha)^2$ is therefore evenly distributed between 0 and 1. Angle and energy are taken to be independent.

An electron lands within radius $R$ if $|\delta E|<RE/(C_c\alpha\sqrt u)$. A Gaussian deviation is smaller than $t$ in magnitude with probability $\operatorname{erf}(t/(\sqrt2\,\sigma))$. Averaging over the aperture gives the enclosed fraction

$$F(R)=\int_0^1\operatorname{erf}\left(\frac{s}{\sqrt{2u}}\right)du,\qquad
s=\frac{RE}{C_c\alpha\sigma}.$$

Integrate by parts, using $\operatorname{erf}'(x)=2e^{-x^2}/\sqrt\pi$:

$$F=\operatorname{erf}\left(\frac{s}{\sqrt2}\right)
+\frac{s}{\sqrt{2\pi}}\int_0^1u^{-1/2}e^{-s^2/(2u)}du .$$

With $t=s/\sqrt u$, the remaining integral becomes

$$2s\int_s^\infty\frac{e^{-t^2/2}}{t^2}dt
=2s\left[\frac{e^{-s^2/2}}s-\sqrt{\frac\pi2}\operatorname{erfc}\left(\frac{s}{\sqrt2}\right)\right],$$

where a second integration by parts was used and $\operatorname{erfc}=1-\operatorname{erf}$. Thus

$$F=\operatorname{erf}\left(\frac{s}{\sqrt2}\right)
+\sqrt{\frac2\pi}\,s\,e^{-s^2/2}
-s^2\operatorname{erfc}\left(\frac{s}{\sqrt2}\right).$$

At the disc edge, $R=d_c/2$ and $s=\Delta E/(2\sigma)=\sqrt{2\ln2}=1.177$. The three terms give

$$F=0.7610+0.4697-0.3314=0.899 .$$

In the ray picture, about 90% of the current lies inside the 10 nm disc; part (e) shows that diffraction lowers this share. The rest comes from the tails of the Gaussian, which extend beyond the half-height energies. For a Gaussian beam the disc is therefore a stated measure of width, not an outer boundary.

Solving $F(R)=1/2$ numerically gives a diameter of 3.44 nm for half of the current. Two effects concentrate the current: many electrons have energies near the mean, and many travel at angles smaller than $\alpha$. A random sample of one million electrons reproduced both enclosed fractions to within 0.0025.

For small $R$ the first two terms of $F$ are each $\sqrt{2/\pi}\,s$, while the third is of order $s^2$. The enclosed current then grows in proportion to $R$, although the area grows as $R^2$. The current density consequently rises as $1/R$ towards the centre. This sharp peak belongs to the ray picture, which cannot be trusted at distances where diffraction matters.

### (e) What the chromatic formula leaves out

**Diffraction.** The electron wavelength at 500 eV is $\lambda=h/p=0.05483$ nm, where $h$ is Planck's constant and $p$ the momentum. At distance $R$ from the centre of the focus, a wave arriving at angle $\theta$ and azimuth $\phi$ has the phase $(2\pi/\lambda)\theta R\cos\phi$. Averaging $e^{ix\cos\phi}$ over a full turn defines the Bessel function $J_0(x)$. Summing over an evenly filled aperture, with $q=\theta/\alpha$, gives an amplitude proportional to

$$\int_0^1J_0(vq)\,q\,dq,\qquad v=\frac{2\pi\alpha R}{\lambda}.$$

Its first zero, found numerically, is at $v=1.2197\pi$. The diameter of the first dark ring is therefore

$$d_d=2R=\frac{v\lambda}{\pi\alpha}
=1.2197\times\frac{0.05483\ \mathrm{nm}}{0.010}=6.69\ \mathrm{nm}.$$

This is comparable with the 10 nm chromatic disc. Diffraction is thus not a small correction in this example. A probe profile requires a wave calculation at each energy, followed by an average of the intensities over the energies. A focus shift $\delta z$ adds the phase $(2\pi/\lambda)\,\delta z\,\theta^2/2$ under the integral, about 2.9 rad at the aperture edge for $\delta z=0.5\ \mu$m. With the Gaussian energies of part (d), about 80% of the current then lies inside the 10 nm disc instead of 90%. Half of the current lies within a diameter of about 4.0 nm, compared with 3.44 nm for rays alone and 2.9 nm for diffraction alone. The central peak stays about 2.9 nm wide at half height, so the energy spread mainly moves current into the tails. The two diameters also define width differently, so their sum is not the probe diameter.

The two effects respond in opposite ways to the aperture. At fixed lens and energy settings, $d_c$ grows as $\alpha$ while $d_d$ falls as $1/\alpha$. They are equal at

$$\alpha=10\ \mathrm{mrad}\times\sqrt{\frac{6.69}{10.0}}\approx8.2\ \mathrm{mrad},$$

where each is about 8.2 nm. Closing the aperture further reduces the chromatic disc but makes diffraction the larger of the two.

**Spherical aberration.** Even at the mean energy, rays at larger angles miss the paraxial focus. Turning the whole ray by half a turn about the axis reverses both its angle and its displacement, so the displacement contains odd powers of the angle. The linear term vanishes in the focal plane, which leaves $C_s\alpha^3$ as the leading term. Tracing through the Gaussian lens, with the off-axis field included to third order in $r$, gives $C_s=0.943$ mm. Doubling the angle from 5 to 10 mrad multiplied the miss by 8.00, which confirms the cubic law there. The disc diameter in the same plane is

$$2C_s\alpha^3=2\times0.943\times10^6\ \mathrm{nm}\times10^{-6}=1.89\ \mathrm{nm}.$$

For the slow electrons this displacement adds to the chromatic one. Tracing both effects together gives a disc of 11.9 nm in the paraxial focal plane, which is 19% wider than the chromatic disc alone. This widening depends on the choice of plane. Moving the plane towards the lens by $C_s\alpha^2\approx94$ nm cancels the spherical displacement of the outermost rays. The fast and slow edge rays then both land 5.0 nm from the axis, and the disc is again 10.0 nm wide. The value of $C_s$ belongs to this model lens; another lens with the same $C_c$ may have a different one.

**Relativity.** In a magnetic field the speed is constant, so the relativistic equations of motion follow from part (a) by replacing $m$ with the constant $\gamma m$, where $\gamma$ is the Lorentz factor. With $\dot z\approx p/(\gamma m)$, this gives $K=e^2B^2/(4p^2)$, where

$$p^2=2mE\left(1+\frac{E}{2mc^2}\right).$$

The lens responds to the relative change of $p^2$, which exceeds that of $E$ by the factor

$$\frac{d\ln p^2}{d\ln E}
=1+\frac{E/(2mc^2)}{1+E/(2mc^2)} .$$

For the same $K(z)$, the blur increases by 0.049%, or about 0.005 nm. This is negligible here.

### The result beside a real microscope

A coefficient near 1 mm, a semi-angle near 10 mrad and an energy width of roughly half an electronvolt are plausible rough values for a low-voltage field-emission microscope with a short-working-distance objective. In the model lens the specimen plane lies within the focusing field, as in an immersion objective. Real lens fields are not Gaussian, and some low-voltage columns also slow the electrons with an electric field near the specimen. The integral for $C_c$ then changes, but the blur formula still holds to first order if $C_c$ is defined by $r_1=\varepsilon\alpha C_c$, with $E$ and $\alpha$ taken at the specimen. Of the neglected effects estimated in part (e), diffraction is the largest, with a dark-ring diameter of 6.69 nm. A finite source image, misalignment and electron repulsion can widen the probe further; their sizes depend on data not given here.

When the width of a film edge or a device line is measured, the signal also spreads within the specimen. The 10 nm found here is therefore the ray-optical size of the chromatic disc for the stated energy width, and neither the total probe diameter nor the resolution of the image. Most of the computed values are collected in the numerical output below.

## Computed results

```
Chromatic coefficient: 1.0 mm
Semi-angle: 10.0 mrad
Full energy width: 0.50 eV
Beam energy: 500 eV
Relative full width dE/E: 0.0010
Relative change to each side: 0.0005
Focus shift to each side: 0.500 um
Chromatic disc radius: 5.000 nm
Chromatic disc diameter, formula: 10.000 nm
Diameter if 0.5 eV is one-sided: 20.000 nm
Model lens strength: 1.00 (dimensionless)
Model lens length a: 1.202 mm
Model lens peak field: 125.4 mT
Focus position from lens centre: 0.794 mm
Traced focus separation, fast-slow: 1.00000 um
Traced paraxial disc diameter: 10.00000 nm
Small test angle: 0.10 mrad
Lorentz-force diameter, small angle: 0.10000 nm
Formula diameter, small angle: 0.10000 nm
Fast-slow radius mismatch: 0.00344 nm
Gaussian standard deviation: 0.2123 eV
Current inside chromatic disc: 89.9 %
Diameter holding half the current: 3.44 nm
Electron wavelength: 0.05483 nm
Airy diameter factor: 1.2197 (dimensionless)
Diffraction dark-ring diameter: 6.69 nm
Spherical coefficient, model lens: 0.943 mm
Spherical disc diameter, same plane: 1.89 nm
Spherical radius ratio, full/half angle: 8.001
Chromatic+spherical disc diameter: 11.89 nm
Relativistic change of blur: 0.0489 %
```
